# Mayadas-Shatzkes resistivity when grain size equals the mean free path

## Problem

A metal carries a current along $x$. Its bulk resistivity is $\rho_0$ and its bulk mean free path is $\lambda=v_F\tau$, with Fermi speed $v_F$ and scattering time $\tau$. Grain boundaries cross the current at mean spacing $D$. The Mayadas-Shatzkes model describes them by

$$\alpha=\frac{\lambda}{D}\,\frac{R}{1-R},\qquad(1)$$

where $\alpha$ is the rate at which boundaries relax the current of an electron moving straight along $x$, divided by the bulk rate $1/\tau$. Equation (1) is the conventional definition of the reflection coefficient $R$.

(a) Estimate $\rho/\rho_0$ by scaling for $D=\lambda$ and $R=0.3$.

(b) Derive the resistivity formula of the model, evaluate it, and compare it with the estimate.

(c) Find how $R$ is related to the probability $p$ that one boundary reflects an electron at normal incidence.

(d) Apply the result to a copper interconnect 40 nm wide and 80 nm high, and size what the model leaves out.

The assumptions are a spherical Fermi surface, degenerate electrons and isotropic bulk scattering. Boundaries are flat planes normal to $x$, irregularly spaced, and each acts as a thin barrier. Side walls are absent until part (d).

## First estimate by scaling

Resistivity is proportional to the rate at which the current relaxes. Suppose that every electron moved straight along $x$. The bulk would then contribute $1/\tau$ and the boundaries $\alpha/\tau$, so that

$$\frac{\rho}{\rho_0}\approx 1+\alpha .$$

For $D=\lambda$ and $R=0.3$,

$$\alpha=1\times\frac{0.3}{0.7}=\frac37=0.4286,\qquad \frac{\rho}{\rho_0}\approx1.43 .$$

The estimate has the right parameter but ignores directions. An oblique electron has a smaller velocity component along $x$. It meets planes less often, but each thin barrier reflects it more strongly. The exact solution must decide which effect wins.

## Exact solution of the model

### One thin barrier

Let a plane at $x=0$ have potential energy $S\,\delta(x)$. The momentum parallel to the plane is conserved, so the problem is one-dimensional, with wavenumber $k_x>0$. Write

$$\psi=e^{ik_xx}+b\,e^{-ik_xx}\;(x<0),\qquad \psi=t\,e^{ik_xx}\;(x>0).$$

Continuity gives $1+b=t$. Integrating the Schrödinger equation across the plane gives the jump of the slope,

$$ik_xt-ik_x(1-b)=\frac{2mS}{\hbar^2}\,t .$$

Since $1-b=2-t$, the left side is $2ik_x(t-1)$. Dividing by $2ik_x$ gives

$$t-1=-iu\,t,\qquad u=\frac{mS}{\hbar^2k_x}=\frac{S}{\hbar v_x},$$

so $t=1/(1+iu)$. The transmission probability is $1/(1+u^2)$, and the reflection probability is $u^2/(1+u^2)$. Their ratio is $u^2$.

Let $\mu=v_x/v_F$ be the direction cosine along the current. Because $u\propto1/v_x$,

$$u^2=\frac{1}{\mu^2}\,\frac{p}{1-p},\qquad(2)$$

where $p$ belongs to normal incidence, $|\mu|=1$.

The thin-barrier formula was tested with $\hbar=m=1$, $k_x=1.3$ and $S=0.85$. Integrating the wave through a rectangular barrier of width $10^{-4}$ and the same area gave a reflection probability of 0.29949; the formula gives 0.29948.

### Many irregular planes

Consider $N$ planes at positions $x_n$ in a length $L$. The matrix element from $k_x$ to $-k_x$ is

$$\frac{S}{L}\sum_n e^{2ik_xx_n}.$$

When its square is averaged over irregular positions, the cross terms vanish and $S^2N/L^2=S^2/(LD)$ remains. The final states on the branch $-k_x$ have density $L/(2\pi\hbar|v_x|)$ in energy. The golden rule therefore gives the backscattering rate

$$\Gamma=\frac{2\pi}{\hbar}\,\frac{S^2}{LD}\,\frac{L}{2\pi\hbar|v_x|}
=\frac{S^2}{\hbar^2|v_x|D}=\frac{|v_x|}{D}\,u^2 .$$

This is the number of planes met per unit time, multiplied by $u^2$. Inserting (2),

$$\Gamma(\mu)=\frac{v_F}{D}\,\frac{p}{1-p}\,\frac{1}{|\mu|}.\qquad(3)$$

The frequency of encounters falls as $|\mu|$, but $u^2$ grows as $1/\mu^2$. In this additive law, oblique electrons are therefore reversed more often. Where $u^2>1$, (3) exceeds the rate $|v_x|/D$ at which planes are met, so it cannot be a literal reflection rate there. For $D=\lambda$ and $R=0.3$ this happens at $|\mu|<0.46$, and in the solution below those electrons carry about 7% of the current. For stronger barriers the share is larger.

The golden rule holds to lowest order in $u^2$, where $u^2$ and the reflection probability coincide. Using $p/(1-p)$ for stronger barriers is an extension, examined in part (c). The additive weak-barrier law was tested with coherent waves sent through 40,000 random chains. Each chain had ten barriers with $u=0.02$; the gaps had mean 200 and standard deviation 20 in units of $1/k_x$. The mean reflection was 0.003997, against $10u^2=0.004000$, with a statistical error of about 0.5% of the mean.

### The Boltzmann equation

Let the electron charge be $-e$ and the field $E$ point along $x$. Write the change of the distribution as

$$\delta f=eEv_F\tau\,\frac{\partial f_0}{\partial\varepsilon}\,g(\mu).$$

In the steady state the drift term $-eEv_F\mu\,\partial f_0/\partial\varepsilon$ equals the collision term. Bulk collisions pull $\delta f$ towards its angular average. Planes exchange $\mu$ and $-\mu$ at the rate $\Gamma$. Dividing out the common factor $-eEv_F\,\partial f_0/\partial\varepsilon$ leaves

$$\mu=g(\mu)-\langle g\rangle+\tau\Gamma(\mu)\,[g(\mu)-g(-\mu)].\qquad(4)$$

The source $\mu$ is odd and $\Gamma$ is even, so $g$ can be taken odd. Then $\langle g\rangle=0$ and $g(\mu)-g(-\mu)=2g(\mu)$. One reversal does more than remove an electron from the current: it replaces its contribution by the opposite one. Hence

$$g(\mu)=\frac{\mu}{1+2\tau\Gamma(\mu)} .$$

By (3), $2\tau\Gamma$ is proportional to $1/|\mu|$. Its value at $|\mu|=1$ is by definition $\alpha$, so

$$g(\mu)=\frac{\mu}{1+\alpha/|\mu|}=\frac{\mu|\mu|}{|\mu|+\alpha}.\qquad(5)$$

### The current

The current is the sum of $-ev_F\mu\,\delta f$ over states, and is therefore proportional to $\langle\mu g\rangle$. Without planes, $g=\mu$ and $\langle\mu^2\rangle=1/3$. All other factors cancel in the ratio of conductivities:

$$\frac{\sigma}{\sigma_0}=3\langle\mu g\rangle
=\frac32\int_{-1}^{1}\frac{\mu^2|\mu|}{|\mu|+\alpha}\,d\mu
=3\int_0^1\frac{\mu^3}{\mu+\alpha}\,d\mu .\qquad(6)$$

To integrate, use $(\mu+\alpha)(\mu^2-\alpha\mu+\alpha^2)=\mu^3+\alpha^3$, which gives

$$\frac{\mu^3}{\mu+\alpha}=\mu^2-\alpha\mu+\alpha^2-\frac{\alpha^3}{\mu+\alpha}.$$

The four terms integrate to $1/3$, $-\alpha/2$, $\alpha^2$ and $-\alpha^3\ln[(1+\alpha)/\alpha]$. Multiplying by 3 and inverting,

$$\frac{\rho}{\rho_0}=\frac{1}{1-\tfrac32\alpha+3\alpha^2-3\alpha^3\ln(1+1/\alpha)} .\qquad(7)$$

### Evaluation

For $\alpha=3/7$ the terms are

$$\tfrac32\alpha=0.642857,\qquad 3\alpha^2=0.551020,$$

$$3\alpha^3\ln(1+1/\alpha)=3\left(\tfrac37\right)^3\times1.203973=0.284320 .$$

The conductivity ratio is therefore

$$1-0.642857+0.551020-0.284320=0.623843,$$

and

$$\boxed{\frac{\rho}{\rho_0}=\frac{1}{0.623843}=1.603}$$

The boundaries add about 60% to the bulk resistivity. Equation (4) was also solved as a linear system on 80 directions, without assuming that $g$ is odd; it gave 1.6030 as well.

## Comparison of the two

The estimate 1.43 is about 11% below the exact model value. The reason can be read from (6), written as a weighted average:

$$\frac{\sigma}{\sigma_0}=\int_0^1 3\mu^2\,\frac{1}{1+\alpha/\mu}\,d\mu,\qquad \int_0^13\mu^2\,d\mu=1 .$$

Since $\alpha/\mu\ge\alpha$, the average cannot exceed $1/(1+\alpha)$. The scaling estimate is thus a lower bound on the resistivity ratio.

An upper bound follows from the convexity of $1/(1+y)$ for $y\ge0$: its average is at least its value at the average of $y$. The average of $\alpha/\mu$ is $3\alpha\int_0^1\mu\,d\mu=3\alpha/2$. Therefore

$$1+\alpha\le\frac{\rho}{\rho_0}\le1+\tfrac32\alpha .$$

For our case the bounds are 1.429 and 1.643. The upper one is the scaling estimate with the boundary rate averaged over the directions that carry the current. It lies 2.5% above the exact value.

It is also the limit for weak boundaries, since (7) gives $1+3\alpha/2$ to first order in $\alpha$. Keeping terms through $\alpha^2$ gives

$$\frac{\rho}{\rho_0}\approx1+\tfrac32\alpha-3\alpha^2+\tfrac94\alpha^2
=1+\tfrac32\alpha-\tfrac34\alpha^2 ,$$

which is 1.505 here, worse than first order. The omitted third-order terms, $3\alpha^3\ln(1/\alpha)$ and $-\tfrac{45}{8}\alpha^3$, are about 0.20 and −0.44 at $\alpha=3/7$. They are not small, so the closed form should be used.

For strong boundaries, $\alpha\gg1$, the denominator $\mu+\alpha$ in (6) is nearly $\alpha$. Then $\sigma/\sigma_0\to3/(4\alpha)$ and $\rho/\rho_0\to4\alpha/3$. At $\alpha=3/7$ this would give 0.571, less than the bulk value, so that limit does not apply here.

The two limits show how boundary and bulk resistivity combine. The added resistivity is $\tfrac32\alpha\rho_0$ for weak boundaries and approaches $\tfrac43\alpha\rho_0$ for strong ones. Because $\alpha\rho_0\propto\lambda\rho_0$, and $\lambda\rho_0$ does not depend on $\tau$, the added part is nearly independent of bulk scattering. The small change of the coefficient is the departure from simple addition.

## What the coefficient $R$ means

Equation (3) gives

$$\alpha=2\tau\Gamma(1)=2\,\frac{\lambda}{D}\,\frac{p}{1-p}.\qquad(8)$$

Comparison with (1) yields

$$\frac{R}{1-R}=\frac{2p}{1-p}.$$

The factor 2 comes from the reversal of velocity. For $R=0.3$, $p/(1-p)=0.2143$ and $p=0.1765$. The conventional coefficient is therefore not the reflection probability of one plane in this model.

A one-dimensional case confirms the factor without the golden rule. Let $g_+$ and $g_-$ describe right- and left-moving electrons, and let bulk collisions randomize their direction. With a unit driving term and $J=g_+-g_-$, the equations between planes are

$$\lambda g_+'=1-\tfrac12J,\qquad \lambda g_-'=1-\tfrac12J .$$

Thus $J$ is constant, and the mean $M=(g_++g_-)/2$ rises by $(D/\lambda)(1-J/2)$ from one plane to the next. At a plane, let $a$ be the incoming $g_+$ on its left and $c$ the incoming $g_-$ on its right. The outgoing $g_-$ on the left is $pa+(1-p)c$, so

$$J=a-[pa+(1-p)c]=(1-p)(a-c).$$

On the left $M=a-J/2$, and on the right $M=c+J/2$. The drop across the plane is

$$a-c-J=\frac{J}{1-p}-J=\frac{p}{1-p}\,J .$$

In a periodic chain the rise and the drop cancel:

$$\frac D\lambda\left(1-\frac J2\right)=\frac{p}{1-p}J
\quad\Rightarrow\quad J=\frac{2}{1+2(\lambda/D)\,p/(1-p)} .$$

Without planes $J=2$, so

$$\frac{\rho}{\rho_0}=1+2\,\frac\lambda D\,\frac p{1-p}.$$

This includes repeated reflections of intensity, though not interference. It shows why $p/(1-p)$, rather than $p$, is the additive quantity in one dimension.

In three dimensions, bulk collisions between planes mix the directions, while (4) spreads the planes evenly through the metal. To size that approximation, the angular transport equation was solved with one plane per period $D=\lambda$, again without interference. At $p=0.1765$ this gave $\rho/\rho_0=1.597$, against 1.603 from (7). At $p=0.3$ it gave 2.177, against 2.185 from (7) with the $\alpha$ of (8). These differences are below 0.5%, so for periodic planes at this spacing, spreading them evenly is a good approximation. Irregular spacing was not included in this transport calculation.

The meaning of $R$ matters far more. If 0.3 is the reflection probability $p$ at normal incidence, the resistivity ratio is about 2.2. A calculated reflection is often averaged over the conducting modes instead. For the thin barrier, with $r=p/(1-p)$, that flux-weighted average is $2\int_0^1\mu\,\frac{r}{r+\mu^2}\,d\mu=r\ln(1+1/r)$. If 0.3 is this average, then $p=0.127$, and (7) with (8) gives a ratio of 1.41. If it is the conventional coefficient of (1), the ratio is 1.60.

## A copper interconnect

Take rough values for copper near room temperature: $\rho_0=1.7$ µΩ cm and electron density $n=8.5\times10^{28}$ m$^{-3}$. From $\rho_0=m/(ne^2\tau)$ and $\lambda=\hbar k_F\tau/m$,

$$\rho_0\lambda=\frac{\hbar k_F}{ne^2},\qquad k_F=(3\pi^2n)^{1/3}=13.60\ \text{nm}^{-1}.$$

The product is $6.574\times10^{-16}$ Ω m$^2$. Division by $1.7\times10^{-8}$ Ω m gives $\lambda=38.7$ nm, and $D$ is set to the same length. Grain boundaries alone then give

$$\rho=1.603\times1.70=2.73\ \text{µΩ cm}.$$

For a copper cross-section of $40\times80$ nm$^2$, the resistance per length is

$$\frac{2.725\times10^{-8}\ \Omega\,\text{m}}{3.2\times10^{-15}\ \text{m}^2}=8.52\ \Omega/\text{µm}.$$

**Side walls.** The largest omission sized here for the copper itself is scattering at the side walls. Suppose both walls, a distance $w=40$ nm apart, scatter diffusely, so that electrons leave them with $g=0$. Let $\nu$ be the magnitude of the direction cosine normal to the walls, $z$ the distance from the wall the electron left, and $s=|\mu|/(|\mu|+\alpha)$. Then

$$\lambda\nu\frac{\partial g}{\partial z}=\mu-\frac gs,\qquad
g=\mu s\left[1-e^{-z/(\lambda s\nu)}\right].$$

Reversal at a grain boundary changes the sign of $\mu$ but not $\nu$ or $z$, so $g$ remains odd in $\mu$. Averaging over $0<z<w$, with $q=\lambda s\nu/w$, gives

$$\frac{\sigma}{\sigma_0}=3\left\langle\mu^2s\left[1-q\left(1-e^{-1/q}\right)\right]\right\rangle .$$

Numerical integration over directions gives $\rho/\rho_0=1.446$ for walls alone and 2.012 for walls and grains together. Adding the separate excesses would give $1+0.446+0.603=2.049$, about 2% too high. The combined resistivity is 3.42 µΩ cm, or 10.7 Ω/µm for the same copper area. Top and bottom surfaces are still ignored; if they were diffuse too, the ratio would rise further, to about 2.2.

**Diffusion barrier.** A 2 nm barrier on both sides and the bottom makes the trench $44\times82$ nm$^2$. Its area is

$$\frac{44\times82}{40\times80}=1.1275$$

times the copper area. If the barrier carries no current and the copper resistivity is held fixed, the line has 12.75% more resistance than copper filling the whole trench.

**Temperature.** With a rough coefficient of 0.0039 K$^{-1}$ referred to 293 K, the bulk resistivity at 373 K is $1.7\times1.312=2.230$ µΩ cm. At fixed $D$ and $R$, and without side walls, $\lambda$ falls to 29.5 nm and $\alpha$ to 0.3267. The ratio falls to 1.463, but the resistivity rises to 3.26 µΩ cm. The boundary contribution hardly moves: it is 1.025 µΩ cm at the lower temperature and 1.033 µΩ cm at the higher one. Thus a lower ratio does not mean a lower resistance.

**Angular law.** If the reflection probability did not depend on angle, the boundary rate would be proportional to $|\mu|$. With the same $\alpha$ at normal incidence,

$$\frac{\sigma}{\sigma_0}=3\int_0^1\frac{\mu^2}{1+\alpha\mu}\,d\mu,$$

and $\rho/\rho_0=1.316$, 18% below 1.603. The thin-barrier law is therefore a substantial assumption.

**Other effects.** For independent Gaussian grain sizes with a spread of 10 nm, the remaining pair interference changes the calculated conductivity by a relative $3\times10^{-9}$. This does not cover coherent repeated reflections, which the model omits. They are not sized here. Thermal smearing is governed by $k_BT/E_F=0.0046$ at 373 K; for smooth energy dependence its correction begins at second order, near $10^{-5}$.

A copper line of this size is a realistic setting for the model, but $D=38.7$ nm and $R=0.3$ are chosen values, not measurements on a particular line. Grain size and fitted $R$ depend on processing. Real lines also have walls, tilted boundaries and a Fermi surface that is not a sphere. Of these, the side walls have been sized in detail: if fully diffuse, they move the ratio from 1.60 to 2.01. A coefficient $R$ fitted to one such line without a separate wall term would absorb that increase and come out too large. It should not be transferred to another line width without refitting. The numerical output lists the main values used here.

## Table of computed values

```
conventional reflection coefficient R = 0.30
R/(1-R) = 0.428571
alpha for D = mfp = 0.428571
term 3a/2 = 0.642857
term 3a^2 = 0.551020
ln(1+1/a) = 1.203973
term 3a^3 ln(1+1/a) = 0.284320
conductivity ratio, closed form = 0.623843
conductivity ratio, quadrature = 0.623843
resistivity ratio = 1.6030
resistivity ratio, Boltzmann solve = 1.6030
small-alpha estimate 1+3a/2 = 1.6429
large-alpha estimate 4a/3 = 0.5714
narrow barrier: p numeric = 0.29949
narrow barrier: p delta formula = 0.29948
random chain: mean reflection = 0.003997
random chain: additive estimate = 0.004000
1D discrete planes, p=0.3: ratio = 1.8571
1D law 1+2p/(1-p) = 1.8571
3D weak planes: alpha/[(mfp/D)p/(1-p)] = 1.989
true p equivalent to R=0.3 = 0.1765
spread-out planes, true p=0.3: ratio = 2.1851
discrete planes, true p=0.3: ratio = 2.177
discrete planes, equivalent p: ratio = 1.597
bulk resistivity input = 1.70 uOhm cm
electron density input = 8.50e+28 m^-3
Fermi wavenumber = 13.60 nm^-1
rho0*mfp = 6.574 x 1e-16 Ohm m^2
mean free path = grain size = 38.7 nm
resistivity with grain boundaries = 2.725 uOhm cm
copper width = 40 nm
copper height = 80 nm
barrier thickness = 2 nm
line resistance = 8.52 Ohm/um
diffuse side walls only: ratio = 1.446
side walls and grains: ratio = 2.012
side walls and grains: rho = 3.420 uOhm cm
trench area / copper area = 1.1275
temperature coefficient input = 0.0039 1/K
reference temperature = 293 K
operating temperature = 373 K
hot bulk resistivity = 2.230 uOhm cm
hot mean free path = 29.5 nm
hot alpha = 0.3267
hot resistivity ratio = 1.4629
hot resistivity = 3.263 uOhm cm
angle-independent reflection: ratio = 1.3159
grain-size spread input = 10 nm
interference: relative change of sigma = 3.4e-09
Fermi energy = 7.05 eV
kT/E_F at operating temperature = 0.0046
```
